# Indirect absorption between parabolic bands in one, two and three dimensions, part 2

A crystal with a full valence band and an empty conduction band absorbs a photon of energy $\hbar\omega$ while emitting or absorbing a phonon of fixed energy $\hbar\Omega$. The phonon supplies the wavevector $\mathbf Q_0$ between the band extrema. The problem is how absorption by free electron-hole pairs starts in $d$ dimensions, and in films and wires. Energies are in eV, lengths in nm, and masses $m_{e,i}$, $m_{h,i}$ along axis $i$ in units of the free-electron mass $m_0$.

The excess energy $\Delta$ is measured from each structure's own onset; in the bulk $\Delta=\hbar\omega-E_g\mp\hbar\Omega$, with gap $E_g$ and the upper sign for emission. The squared matrix element is constant, $|M|^2=C/V$ in volume $V$. $C$ contains the phonon occupation $N$ through a factor $N+1$ for emission and $N$ for absorption. The rate per volume and spin is $(2\pi/\hbar)CJ_d$, and the absorption coefficient $\alpha$ is proportional to $J_d$ divided by $\omega$ and the refractive index. The pair density $J_d$, the number of pairs per unit energy and per $V^2$, is

$$
J_3=\frac{\prod_{i=1}^{3}\sqrt{m_{e,i}m_{h,i}}}{2(2\pi\hbar^2)^3}\Delta^2,\qquad
J_2=\frac{\prod_{i=1}^{2}\sqrt{m_{e,i}m_{h,i}}}{(2\pi\hbar^2)^2}\Delta,\qquad
J_1=\frac{\sqrt{m_em_h}}{2\pi\hbar^2}.
$$

Direct transitions start as $\Delta^{d/2-1}$. Both laws were checked by counting pairs in finite boxes. The derivation used $B(d/2,d/2)=\int_0^1x^{d/2-1}(1-x)^{d/2-1}dx$.

A hard-walled film of thickness $L$ and area $A$, normal to $z$, has levels $n^2E_e$ and $m^2E_h$, where

$$
E_e=\frac{\pi^2\hbar^2}{2m_{e,z}L^2},\qquad
E_h=\frac{\pi^2\hbar^2}{2m_{h,z}L^2}.
$$

In a wire, $E_{e,y}$ and $E_{e,z}$ are the electron energies for $m_{e,y}$ and $m_{e,z}$. With bulk phonons, the subband pair $(n,m)$ has the overlap $\frac{1}{L}\left(1+\frac{\delta_{nm}}2\right)$. The film's onset lies $E_e+E_h$ above that of the bulk. Its rate per valley and volume, relative to the bulk at equal $\Delta$, is

$$
r_{\rm film}=\frac{12}{\pi}\,\frac{\sqrt{E_eE_h}}{\Delta}.
$$

The linear law ends where the next subband pair opens. The second level lies three units of confinement energy above the first, so this happens at $\Delta=3\min(E_e,E_h)$, which is at most $3\sqrt{E_eE_h}$. Within its range the ratio is therefore at least $4/\pi\approx1.27$. For free pairs in this range, the transition rate per valley and per volume is higher in the film than in the bulk at equal excess energy.

In a square wire of side $L$ both $y$ and $z$ are confined. Each direction contributes a factor $3/(2L)$ from the overlap and $1/L$ from the volume. The ratio of pair densities is

$$
\frac{J_1}{J_3}=\frac{2(2\pi\hbar^2)^2}
{\sqrt{m_{e,y}m_{h,y}}\sqrt{m_{e,z}m_{h,z}}\,\Delta^2}.
$$

Multiplication by $9/(4L^4)$ gives the prefactor $18\pi^2\hbar^4/L^4$. Each direction then turns its $\hbar^2/(L^2\sqrt{m_em_h})$ into $2/\pi^2$ times the geometric mean of its confinement energies. For an isotropic hole mass,

$$
r_{\rm wire}=\frac{72}{\pi^2}\,
\frac{\sqrt{E_{e,z}E_h}\,\sqrt{E_{e,y}E_h}}{\Delta^2}.
$$

The factor $1/\Delta^2$ compares a step with a parabola, so the ratio is largest close to the onset.

A thick film must return to the bulk law, although each of its subband pairs contributes a linear rise. When $L$ is large, the levels are dense and each sum over $n$ becomes an integral over $k=n\pi/L$:

$$
\frac{1}{L}\sum_{n=1}^{\infty}\longrightarrow\int_0^\infty\frac{dk}{\pi}
=\int_{-\infty}^{\infty}\frac{dk}{2\pi}.
$$

The extra weight $\delta_{nm}/2$ affects a single sum out of a double one and drops out as $1/L$. What remains is $J_2$ integrated over both normal wavevectors, which is $J_3$ by definition. As a test, the full subband sum was evaluated 100 meV above the bulk onset for films of 40 and 80 nm and for wires of 60 and 120 nm. Combining each pair of widths so as to remove the $1/L$ correction gave 0.9998 and 0.9983 of the bulk value.

For a worked example take silicon at 300 K in three shapes: bulk, a film 3 nm thick with a (001) surface, and a square wire 3 nm wide along a cubic axis. Rough typical parameters are a gap of 1.12 eV, a phonon energy of 58 meV, electron masses of 0.92 along a valley and 0.19 across it, and an isotropic hole mass of 0.50. With $\hbar^2/m_0=0.07620$ eV nm$^2$, the electron level for the long mass is

$$
E_e=\frac{\pi^2\times0.07620}{2\times0.92\times3.0^2}\ \text{eV}=45.4\ \text{meV}.
$$

The transverse mass gives 219.9 meV, and the hole level is 83.6 meV.

Silicon has six equivalent valleys, two along each cubic axis. In the film, the two whose long axis is normal to the surface lie lowest, because the heavy mass confines at the smallest cost. The other four begin $219.9-45.4=174.5$ meV higher. In the wire, the four valleys with their long axis across the wire lie lowest. The onsets for phonon emission are

$$
\begin{aligned}
\text{bulk:}\quad&1.12+0.058=1.178\ \text{eV}\quad(1052\ \text{nm}),\\
\text{film:}\quad&1.178+0.045+0.084=1.307\ \text{eV}\quad(949\ \text{nm}),\\
\text{wire:}\quad&1.178+0.045+0.220+2\times0.084=1.610\ \text{eV}\quad(770\ \text{nm}),
\end{aligned}
$$

where the last sum was formed with unrounded levels. In this model, which has a single hole band, the next subband pair opens $3\times45.4=136.2$ meV above the onset in both structures, so an excess of 100 meV lies within the range of the simple laws. There the ratios per valley and volume are

$$
r_{\rm film}=\frac{12}{\pi}\,\frac{\sqrt{45.4\times83.6}}{100}=2.35,\qquad
r_{\rm wire}=\frac{72}{\pi^2}\,
\frac{\sqrt{45.4\times83.6}\,\sqrt{219.9\times83.6}}{100^2}=6.09 .
$$

The constant $C$ is not computed here. It is fixed by a rough bulk absorption coefficient of 100 cm$^{-1}$ at 100 meV excess, assigned wholly to phonon emission. If that coefficient is the total at 300 K, emission supplies only about two thirds of it in this model, and all the absolute coefficients below are too high by a factor of about 1.5. A measured coefficient also contains the attraction between electron and hole. In an isotropic estimate with a binding energy of 10 to 15 meV, this multiplies the free-pair rate of the bulk at 100 meV excess by about 5 to 6.5. The absolute coefficients below therefore illustrate the free-pair model and are not predictions for silicon. Within that model the anchor cancels from the ratios between the shapes. The refractive index, the coupling and the polarization factor of each valley are held the same in all three shapes. The number of valleys and the factor $1/\omega$ then give

$$
\alpha_{\rm film}=100\times\frac26\times2.353\times\frac{1.278}{1.407}
\approx71\ \text{cm}^{-1},\qquad
\alpha_{\rm wire}=100\times\frac46\times6.092\times\frac{1.278}{1.710}
\approx303\ \text{cm}^{-1}.
$$

At half the excess energy, 50 meV, the values are 26 cm$^{-1}$ for the bulk, 37 cm$^{-1}$ for the film and 313 cm$^{-1}$ for the wire. These are close to a quarter, a half and the whole of the values at 100 meV, as the powers 2, 1 and 0 demand; the differences come from $1/\omega$. A single pass through the film at normal incidence absorbs a fraction $71.2\ \text{cm}^{-1}\times3\times10^{-7}\ \text{cm}\approx2.1\times10^{-5}$. At 100 meV excess the film's coefficient in this model is below that of the bulk because only two of the six valleys take part, although each of them absorbs more strongly. The ratio falls roughly as $1/\Delta$, and below about 70 meV excess the film's coefficient is the larger. So thin a layer is in any case a weak absorber.

At 300 K the branch in which a phonon is absorbed is also present. The thermal energy is 25.85 meV and the phonon occupation is $N=0.119$, so this branch is weaker by $N/(N+1)=0.106$ at equal excess energy. Its onset lies $2\hbar\Omega=116$ meV lower, however, and when the emission branch has an excess of 100 meV it already has 216 meV. That is beyond the second subband pair, whose weight is $1/1.5$ of the first. The ratio of the two branches is therefore

$$
0.106\times\frac{216+(216-136.2)/1.5}{100}\approx0.29 ,
$$

counting the two lowest valleys alone. The other four valleys are also open at 216 meV; with the same coupling they raise the ratio to about 0.48. The linear rise due to emission thus stands on a background that has begun earlier, and a measured spectrum has to be separated into branches before a power is read from it.

A large omission is the attraction between electron and hole. A matrix element independent of both wavevectors creates the two carriers at the same point, as can be seen by expanding the relative motion in plane waves, $\varphi(\mathbf r)=A^{-1/2}\sum_{\mathbf k}\varphi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. The amplitude for creating the state is $M\sum_{\mathbf k}\varphi_{\mathbf k}=M\sqrt A\,\varphi(0)$. For a free pair $|\varphi(0)|^2=1/A$ and the earlier rate returns. For a bound pair with binding energy $E_b$, the centre of mass still moves freely in the plane, since the phonon can supply any total momentum. With isotropic in-plane masses $m_e$ and $m_h$, its density of states per area is the constant $(m_e+m_h)/(2\pi\hbar^2)$. The bound state therefore adds

$$
J_X=|\varphi(0)|^2\,\frac{m_e+m_h}{2\pi\hbar^2},\qquad \Delta>-E_b ,
$$

which is a step below the free-pair onset.

Its size can be estimated in the ideal two-dimensional limit. Let $\mu=m_em_h/(m_e+m_h)$, let $a$ be the exciton radius set by $\mu$ and the permittivity, and let $\mathrm{Ry}=\hbar^2/(2\mu a^2)$. The attraction is then $-2\,\mathrm{Ry}\,a/r$. The function $\varphi=\sqrt{8/\pi}\,a^{-1}e^{-2r/a}$ is normalized, because $2\pi\int_0^\infty r\varphi^2dr=(16/a^2)(a^2/16)=1$. It satisfies

$$
-\mathrm{Ry}\,a^2\left(\varphi''+\frac{\varphi'}r\right)-\frac{2\,\mathrm{Ry}\,a}{r}\varphi
=\left(-4+\frac{2a}{r}-\frac{2a}{r}\right)\mathrm{Ry}\,\varphi=-4\,\mathrm{Ry}\,\varphi ,
$$

and having no node it is the ground state, with $E_b=4\,\mathrm{Ry}$. Since $|\varphi(0)|^2=8/(\pi a^2)$ and $(m_e+m_h)\mu=m_em_h$,

$$
\frac{J_X}{J_2(\Delta)}=\frac{8}{\pi a^2}\,\frac{2\pi\hbar^2}{\mu\Delta}
=\frac{16\hbar^2}{\mu a^2\Delta}=\frac{32\,\mathrm{Ry}}{\Delta}.
$$

For the in-plane masses 0.19 and 0.50 and a relative permittivity of 11.7, $\mu=0.138\,m_0$, $a=4.5$ nm and $\mathrm{Ry}=13.7$ meV. The step would begin about 55 meV below the free-pair onset and would be as high as the free-pair line at 438 meV. At 100 meV excess it is 4.4 times the free-pair rate. The film is not in the ideal limit, since its thickness of 3 nm exceeds the decay length $a/2$ of this wavefunction. The finite thickness weakens the attraction: averaged over the lowest envelope functions of the film, with a permittivity of 11.7 everywhere, it gives a binding energy of about 33 meV and a step about 1.5 times the free-pair rate at 100 meV excess. A surrounding oxide of lower permittivity strengthens the attraction again. The estimate still shows that the linear law describes non-interacting pairs and cannot be taken as the full edge of such a film.

The quadratic law of the bulk has the same limit. In the isotropic estimate used for the bulk anchor, attraction multiplies the free-pair rate by about 9 to 13 at 50 meV excess and by about 5 to 6.5 at 100 meV, so the apparent power between these energies falls from 2 to about 1. In the film, bound and unbound states together give about 2.9 times the free-pair rate at 100 meV. With attraction in both shapes and a bulk binding energy of 10 to 15 meV, the film-to-bulk ratio per valley and volume is then roughly 1.0 to 1.4 instead of 2.35. The masses and permittivity used for the film would themselves give the bulk a binding energy of about 18 meV and an enhancement of about 7.6 at 100 meV. On that common footing the ratio is about 0.9, so the film's advantage per valley can vanish altogether. Attraction acts in the wire as well, but its size there is not estimated; the wire's flat step and its ratio of 6.09 are results for free pairs only.

Other corrections change the slope of the linear rise, its range or the position of the onset. If the photon acts first, the energy mismatch is the direct gap, roughly 3.4 eV, minus the photon energy. Over the first 100 meV above the film's onset this raises the rate by a factor 1.10, while $1/\omega$ lowers the coefficient by a factor 0.93; together they change the slope by a few per cent. The valence band of silicon is warped, and a normal hole mass of 0.30 in place of 0.50 would raise the film's onset by 56 meV. Silicon also has three valence bands close together, not one. With typical band parameters and hard walls, the second hole level of a 3 nm film lies only about 24 meV above the first, so in a real film the single linear rise ends well before an excess of 100 meV. In the 3 nm wire the same kind of estimate puts the second hole level less than 10 meV above the first, so the flat step is shorter still. This spacing is sensitive to the band parameters: with a spin-orbit splitting of 44 meV it is about 8 meV for the Luttinger parameters 4.285, 0.339 and 1.446, and about 2 meV for 4.22, 0.39 and 1.44, while the film's 24 meV hardly changes. With either set the estimate also raises the wire's onset by about 0.11 eV. A film thinner by 0.136 nm, about one atomic layer, has its onset 12.5 meV higher, so a film of uneven thickness has a rounded edge.

Confinement energies scale as $1/L^2$, so in a film 220 nm thick the spacing of 136 meV shrinks to about 0.025 meV. At an excess energy of tens of meV very many subband pairs are then open, and the free-pair rate agrees with that of the bulk to within a few per cent. Attraction between electron and hole modifies both. Photons with wavelengths of 1.3 and 1.55 µm have energies below all the onsets found here. For a 3 nm silicon film the assumptions of free pairs and of a single hole band are both doubtful. The lowest bound state alone adds about 1.5 times the free-pair rate at 100 meV excess, and a second hole level opens well below that energy. Effective masses and hard walls are also rough at this thickness. Sharp interfaces can moreover supply normal momentum without a phonon. For the two lowest valleys of a (001) film the separation $\mathbf Q_0$ is entirely normal to the surface, so such transitions conserve in-plane momentum and start as a direct two-dimensional step, $\hbar\Omega$ below the emission onset. Their strength depends on the interface and is not estimated here. Most of the values used above are collected in the numerical output that follows.

## Values computed for the example and the checks

```
d=1: counted indirect onset power 0.000, direct -0.500
d=1: pairs counted/formula 1.0000, B(d/2,d/2) 3.1416
d=2: counted indirect onset power 1.000, direct -0.000
d=2: pairs counted/formula 1.0000, B(d/2,d/2) 1.0000
d=3: counted indirect onset power 1.996, direct 0.498
d=3: pairs counted/formula 1.0001, B(d/2,d/2) 0.3927
Overlap x thickness: (1,1) 1.5000, (2,1) 1.0000
Extrapolated to bulk: film 0.9998, wire 0.9983
Input masses: long 0.92, transverse 0.19, hole 0.5 m0
Input gap 1.12 eV, phonon 58 meV, T 300 K
Input thickness 3.0 nm, permittivity 11.7, direct gap 3.4 eV
Input bulk anchor 100 cm^-1 at 100 meV excess
Constant hbar^2/m0 = 0.07620 eV nm^2
Electron level, long mass: 45.4 meV
Electron level, transverse mass: 219.9 meV
Hole level: 83.6 meV
bulk: valleys 6, onset 1.178 eV = 1052 nm
bulk: alpha at 50 meV 26.0, at 100 meV 100.0 cm^-1
film: valleys 2, onset 1.307 eV = 949 nm
film: alpha at 50 meV 36.9, at 100 meV 71.2 cm^-1
wire: valleys 4, onset 1.610 eV = 770 nm
wire: alpha at 50 meV 312.6, at 100 meV 303.4 cm^-1
Film/bulk rate per valley and volume, 100 meV: 2.353
Wire/bulk rate per valley and volume, 100 meV: 6.092
Film single-pass absorption at 100 meV: 2.14e-05
Next subband pair above onset: 136.2 meV
Other film valleys above onset: 174.5 meV
Thermal energy 25.85 meV, phonon occupation 0.1187
Film phonon-absorbed/emitted rate, 100 meV: 0.286
Exciton: mu 0.1377 m0, Ry 13.7 meV, radius 4.50 nm
Ideal 2D exciton binding: 54.7 meV
Exciton step equals free line at: 438 meV
Exciton step/free-pair rate at 100 meV: 4.38
Energy-denominator factor over 100 meV: 1.103
1/omega factor over 100 meV: 0.929
Onset shift for normal hole mass 0.30: 55.7 meV
Onset shift, film thinner by 0.136 nm: 12.5 meV
```
